# Comment on the claim that a seven-degree tilt eliminates channelling

**The argument under review**

The argument runs as follows. An ion is channelled if it enters a crystal nearly parallel to an open axis. A wafer with a (001) surface is tilted by 7°, which is more than the critical angle of the [001] axis. No ion is then channelled, so the crystal may be replaced by a structureless solid of the same density, and the dopant profile has no channelling tail.

Two questions must be kept apart. Is the beam outside the critical cone when it enters? If so, does it stay outside? I examine both for boron of energy \(E=10\) keV in silicon, with mass numbers \(m_1=11\) and \(m_2=28\) and a rounded lattice constant of 0.54 nm. The dose is low, the surface is bare and undamaged, and depths are those before annealing. Energies are in eV or keV and lengths in nm, and \(e^2\) stands for \(e^2/4\pi\varepsilon_0\).

**Is the beam outside the cone at entry?**

Let an ion and an atom at distance \(R\) repel each other through the universal (ZBL) screened potential

\[
V(R)=\frac{Z_1Z_2e^2}{R}\sum_{i=1}^{4}c_i\,e^{-\kappa_iR},\qquad \kappa_i=\frac{b_i}{a_s},
\]

with \(c_i=(0.18175,\,0.50986,\,0.28022,\,0.02817)\) and \(b_i=(3.19980,\,0.94229,\,0.40290,\,0.20162)\). The screening length is \(a_s=0.8854\,a_0/(Z_1^{0.23}+Z_2^{0.23})=0.01427\) nm, where \(a_0\) is the Bohr radius.

Atoms along [001] form rows of spacing \(d=0.54\) nm. An ion moving almost parallel to a row, at distance \(r\), feels the potential averaged along it. The substitution \(z=r\sinh t\) gives \(dz=r\cosh t\,dt\) and \(\sqrt{r^2+z^2}=r\cosh t\), so that

\[
U(r)=\frac1d\int_{-\infty}^{\infty}V\!\left(\sqrt{r^2+z^2}\right)dz
=\frac{2Z_1Z_2e^2}{d}\sum_i c_iK_0(\kappa_ir),
\]

because \(\int_{-\infty}^{\infty}e^{-\kappa r\cosh t}dt=2K_0(\kappa r)\), with \(K_0\) the modified Bessel function.

The average is useful only if many atoms share the work of turning the ion. To find where this fails, write \(F=-U'>0\). One atom transfers the transverse momentum \(Fd/v\), since the integral of its force over \(z\) is \(Fd\). Dividing by the ion momentum \(m_1v\) gives the deflection

\[
\delta=\frac{Fd}{m_1v^2}=\frac{Fd}{2E}.
\]

Consider a reflection that is symmetric about one atom, with closest distance \(r\). The path is inclined by \(\delta/2\) on either side. Half a spacing further on, midway between atoms, the distance from the row is

\[
r_m=r+\frac d2\,\frac{\delta}{2}=r+\frac{Fd^2}{8E},\qquad
\frac{dr_m}{dr}=1-\frac{U''(r)\,d^2}{8E}.
\]

The transverse energy there is kinetic plus potential:

\[
E_\perp=E\left(\frac{\delta}{2}\right)^2+U(r_m)=\frac{F^2d^2}{16E}+U(r_m).
\]

As \(r\) decreases from large values, \(r_m\) decreases too, until \(U''(r_c)\,d^2=8E\). Closer than \(r_c\), an ion that comes nearer to the atom is further from the row at the midpoint, and the orderly relation between the two distances is lost. I take \(E_\perp(r_c)=E_c\) as the limit of steering. An ion far from the row with inclination \(\psi\) has \(E_\perp\simeq E\psi^2\), hence \(\psi_c=\sqrt{E_c/E}\).

Numerical solution at 10 keV gives \(r_c=0.0308\) nm and \(E_c=75.2\) eV, so

\[
\psi_c=\sqrt{\frac{75.2}{10\,000}}=0.0867\ \text{rad}=4.97^\circ .
\]

The tilted beam carries \(E\sin^2 7^\circ=148.5\) eV of transverse energy, about twice the limit. The first step of the argument therefore stands at this energy. The limit is gradual, however, and the estimate treats one static row. Newtonian trajectories along a row of fixed atoms, started at 24 positions along one spacing, leave at the mirror angle to within about 1% of the incident angle when that angle is \(0.7\psi_c\). At \(1.5\psi_c\) the largest departure exceeds ten times the incident angle.

The cone of a single row depends on energy. Suppose that near \(r_c\) the potential decays as \(e^{-r/\ell}\). Then \(F=U/\ell\) and \(U''=F/\ell\), and the condition at \(r_c\) becomes \(Fd^2/(8E)=\ell\). It follows that \(r_m=r_c+\ell\), that \(F=8E\ell/d^2\), and that \(U(r_m)=F\ell/\mathrm e\), with \(\mathrm e\) the base of natural logarithms. Therefore

\[
\psi_c^2=\frac{F^2d^2}{16E^2}+\frac{F\ell}{\mathrm eE}
=\left(4+\frac{8}{\mathrm e}\right)\frac{\ell^2}{d^2},\qquad
\psi_c\simeq2.6\,\frac{\ell}{d}.
\]

The estimate is rough, because the potential is not a single exponential: at 10 keV, \(\ell=F/U''\) gives 4.3° and \(\ell=U/F\) gives 5.6°, on either side of 4.97°. In this approximation the energy acts through \(\ell\) alone. At lower energy \(U''(r_c)=8E/d^2\) is smaller, so \(r_c\) lies further out, where the slowly decaying terms of \(U\) dominate and \(\ell\) is longer. The cone widens. With the full potential, \(\psi_c\) of an isolated row reaches 7° at 1.55 keV. This crossing does not carry over to the crystal. Between the rows the potential does not fall to zero: summed over all rows it is about 12 eV at the centre of the [001] channel, half of \(E_c\approx23\) eV at 1.55 keV. Adding the other rows to \(U(r_m)\), with \(r_m\) taken towards the channel centre, and measuring \(E_\perp\) from that centre gives 4.7° at 10 keV, about 6° at 1.55 keV and 6.5° at 250 eV. The margin of a 7° tilt shrinks as the energy falls, but in this estimate it does not vanish over that range.

**Does the beam stay outside?**

The second step of the argument treats the direction at the surface as if it were kept. Collisions change it. With the cone estimated from a single row, the least turn that can bring the 10 keV beam into it is \(7^\circ-4.97^\circ=2.03^\circ\).

For impact parameter \(p\) and energy \(E_{\rm cm}=Em_2/(m_1+m_2)\) of relative motion, conservation of energy and angular momentum gives the scattering angle

\[
\theta=\pi-2p\int_{R_0}^{\infty}\frac{dR}{R^2\sqrt{1-V(R)/E_{\rm cm}-p^2/R^2}},
\]

where \(R_0\) is the closest distance, at which the root vanishes. In the centre-of-mass frame the ion has speed \(vm_2/(m_1+m_2)\), and the frame itself moves at \(vm_1/(m_1+m_2)\). Adding the velocities gives the turn \(\vartheta\) in the crystal:

\[
\tan\vartheta=\frac{m_2\sin\theta}{m_1+m_2\cos\theta}.
\]

Solving \(\vartheta=2.03^\circ\) numerically gives \(p_t=0.0513\) nm, and closer collisions turn the ion more. With \(n=8/0.54^3=50.8\) atoms per nm³, the mean distance between such collisions along randomly placed lines is

\[
\lambda=\frac{1}{n\pi p_t^2}=\frac{1}{50.8\times\pi\times0.0513^2}\approx2.4\ \text{nm}.
\]

This is not a capture length. The turn must also point towards the axis, must not be too large, and must leave the ion at a suitable place between the rows. Collisions that really end in the cone are therefore rarer. But 2.4 nm is short compared with the ion range found below, so an ion meets many collisions that are strong enough.

What would an ion gain by entering the cone? While it is steered, it stays further than about \(r_c\) from the rows. An unsteered ion comes within \(r_c\) of an atom when \(p^2<r_c^2\,[1-V(r_c)/E_{\rm cm}]\), the condition \(R_0<r_c\); at 10 keV this happens once per 7.3 nm on average. Such collisions cost energy and direction. The velocity change of the ion has magnitude \(2v\,m_2\sin(\theta/2)/(m_1+m_2)\). Multiplying by \(m_1\) gives the recoil momentum, and its square divided by \(2m_2\) gives the energy lost to the atom:

\[
T=\frac{4m_1m_2}{(m_1+m_2)^2}\,E\sin^2\frac\theta2 .
\]

**What the trajectories show**

Whether captures matter is a question of numbers, which I answer with simulated trajectories built from these binary collisions. The ion advances in steps of 0.15 nm and collides with the atoms within 0.20 nm of its path. Atoms have random thermal displacements of 0.008 nm rms per axis. Electronic friction is \(dE/ds=-k\sqrt E\), with the round value \(k=0.65\ \sqrt{\text{eV}}\)/nm everywhere, so weaker electronic stopping in channels cannot produce a tail here. Ions stop at 50 eV. The tilt direction has an azimuth of 22° from [100].

The structureless control is the same lattice, displaced at random before every step. Density, forces and friction are unchanged; the correlation between successive steps is lost. I call "deep" any stopping depth beyond 96.9 nm, which 1% of the stopped control ions exceed.

| Target and tilt | Median depth (nm) | Deep share of stopped ions |
|---|---:|---:|
| Structureless, 7° | 45 | 1.0% |
| Crystal, 7° | 43 | 4.5% |
| Crystal, 0° | 125 | 66% |

The tilt does most of what is asked of it: the deep share falls from 66% to 4.5%. It does not fall to 1.0%. With the deep mark held fixed, the excess over the control is 8 standard errors, although the median depth hardly differs. The mark is itself estimated from the control, and including its sampling error would lower this figure somewhat. A run of 1500 ions with half the step gives a deep share of 5.3%, about one standard error higher. Beyond 1.5 times the deep mark, about 145 nm, the tilted crystal still has 0.45% of its stopped ions, and the control has none among 2871. Replacing the crystal by a structureless solid thus gives a fair median and a wrong tail.

The tail has an end in this model. With no nuclear loss at all, integrating the friction law from 10 000 to 50 eV gives the greatest possible path,

\[
s_{\max}=\frac{2}{k}\left(\sqrt{10\,000}-\sqrt{50}\right)=\frac{2\times92.9}{0.65}\approx286\ \text{nm}.
\]

**Are ions turned into the cone responsible?**

An excess does not name its cause. I therefore record each ion of the tilted beam when it has flown 10 nm without a break within 4.97° of [001]. None began in that cone, so each was turned into it inside the crystal. There are 127 such ions among 3000. The criterion tests direction only, and 40 of 3000 control ions meet it as well. From the recorded position, direction and energy, four copies of each continue in the crystal and four in the structureless target.

In the crystal 34.4% of the copies stop deep; in the structureless target 3.7% do. The gain is \(30.7\pm2.5\) percentage points, the uncertainty being the standard error over the captured ions. Since the starting states are identical, the gain comes from the order of the lattice after capture. Its share of all implanted ions is

\[
\frac{127}{3000}\times0.307=0.0130=1.3\%.
\]

Among the deep ions of the tilted crystal, 29% made an unbroken flight of at least 20 nm in the cone. The median starting depth of these flights is 13 nm and their median length 65 nm. No deep ion of the control made one.

Lattice order acting on captured ions is thus a real source of the tail, whether it acts inside the cone or after they leave it, but it does not account for all of the tail. Counted per implanted ion, the excess is \(0.0451\times2882/3000-0.0101\times2871/3000\approx3.4\%\), of which 1.3 points come from the lattice after capture. About 2 points remain unassigned.

Planes are an obvious suspect, because the beam enters only 2.7° from the (1−10) planes and 2.6° from the (010) planes. If the lattice is displaced at random within one of these sets of planes before every step, the deep share is about 1.2% in either case, within one standard error of the control. This does not clear the planes, however. The displacement keeps their positions but destroys the regular order of the atoms within them, and smooth steering by a plane depends on that order too. Planar channelling, shorter or interrupted flights near [001], other axes, and the widening of the cone as ions slow down are all possible sources; I have not separated them.

One further result warns against a simple bookkeeping. If lattice order is erased whenever an ion is inside the 4.97° cone, from the surface onwards, the deep share is 4.7%, which cannot be told from that of the intact crystal within the sampling error. This does not contradict the gain found above, because the erasure also changes which ions enter the cone and how they leave it. Easier entry may offset the lost steering, but that is a conjecture.

**Assessment**

The argument should be amended at its second step. At 10 keV the tilt excludes direct entry into the [001] cone, within the accuracy of a gradual limit. It fixes the direction of the beam at the surface and not the directions that collisions produce below it. The structureless profile may be used for the median depth in this example, but not for the deep tail. Even the median depends on the azimuth: with the same 7° tilt at an azimuth of 45°, where the beam lies in the (1−10) planes, the model gives a median of about 60 nm and a deep share of about 22%. The percentages belong to this energy, orientation and model; a damaged or covered crystal would need its own calculation.
